# Direct landing versus diffusion in the formation of surface dimers

**Q:** When I deposit atoms on a flat terrace, some must land right beside an adatom already there. That makes a dimer with no diffusion at all. When may a nucleation model leave this process out?

**A:** Compare its rate with that of diffusive encounters. Let \(F\) be the flux in atoms per area and time, \(\Omega\) the area per site, \(n_1\) the adatom density and \(D\) the adatom diffusion coefficient. I assume a lattice with four neighbour sites, and dimers that neither break up nor move.

An arriving atom makes a dimer if it hits one of the four neighbour sites of an adatom, or the adatom itself, from which I let it slide down to a neighbour site. That is \(\kappa=5\) sites. While adatoms are sparse, so that these zones rarely overlap, the rate per area is

\[
W_{\rm dir}=\kappa\Omega F n_1 .
\]

For diffusion, look at one adatom. The others approach it with relative diffusion coefficient \(2D\), because both partners move independently. Write its encounter rate as \(\sigma_1(2D)n_1\), where the capture number \(\sigma_1\) is dimensionless. Multiplying by \(n_1\) counts each pair twice, so we halve:

\[
W_{\rm dif}=\tfrac12\,n_1\,\sigma_1(2D)n_1=\sigma_1 D n_1^2 .
\]

The ratio is

\[
R=\frac{W_{\rm dir}}{W_{\rm dif}}=\frac{\kappa\Omega F}{\sigma_1 D n_1}.
\]

**Q:** So it is small because \(F/D\) is small?

**A:** Not by that alone, since \(n_1\) stands in the denominator and is itself small when diffusion is fast. We need the adatom balance. Let \(N\) be the island density, dimers included, \(\sigma_x\) the mean capture number of islands, and \(A\) the fraction of the surface where a landing atom joins an island at once.

A landing atom becomes a new adatom unless it hits an island zone or an adatom zone, which gives a gain \(F(1-A-\kappa\Omega n_1)\). Direct dimer formation also removes the adatom that was hit, a loss \(\kappa\Omega Fn_1\). A diffusive dimer removes two adatoms. Hence

\[
\frac{dn_1}{dt}=F(1-A-2\kappa\Omega n_1)-2\sigma_1Dn_1^2-\sigma_xDn_1N .
\]

In the steady capture regime \(n_1\) changes slowly, so \(dn_1/dt\) is negligible beside \(F\). Then

\[
F(1-A-2\kappa\Omega n_1)=Dn_1(\sigma_xN+2\sigma_1n_1).
\]

Solve this for \(F/(Dn_1)\) and insert it into \(R\):

\[
R=\frac{\kappa\Omega}{\sigma_1}\,
\frac{\sigma_xN+2\sigma_1n_1}{1-A-2\kappa\Omega n_1}.
\]

If islands cover little of the surface and far outnumber the adatoms, \(A\), \(\kappa\Omega n_1\) and \(n_1/N\) are small, and

\[
R\simeq\kappa\,\frac{\sigma_x}{\sigma_1}\,N\Omega .
\]

Flux and diffusion coefficient have dropped out except through \(N\) and, weakly, the capture numbers. Direct landing is negligible when the number of islands per site, times \(\kappa\sigma_x/\sigma_1\), is much less than one.

**Q:** The algebra is clear, but why should islands matter to an event between two adatoms?

**A:** Because they set how long an adatom lives. Its lifetime against capture is \(\tau=1/(\sigma_xDN)\). During that time atoms land in its contact zone at a rate \(\kappa\Omega F\), while diffusing atoms reach it at a rate proportional to \(Dn_1\), and \(n_1\simeq F\tau\). A long life therefore helps both processes, but it helps diffusion twice: the adatom waits longer, and more partners are present.

The same thing can be said with areas. Divide the diffusive rate per adatom, counted once per dimer, by the flux:

\[
a_{\rm c}=\frac{\sigma_1Dn_1}{F}\simeq\frac{\sigma_1}{\sigma_xN}.
\]

This catchment area is the area whose deposited atoms would supply the diffusive dimers of one adatom. It is comparable to the area per island. The direct process draws on the fixed area \(\kappa\Omega\), and \(R=\kappa\Omega/a_{\rm c}\). With fewer islands the catchment grows and the contact zone does not.

**Q:** You call it proportional to \(N\), yet \(\sigma_x/\sigma_1\) may hide another dependence.

**A:** It does, a slow one. Take an island in a mean-field surrounding where adatoms are lost at rate \(\lambda\) each. I neglect the landing fraction \(A\) here, so far away \(dn_1/dt=F-\lambda n_1\). Near the island write the density as \(n_1(t)f(r)\), with \(f\) changing slowly in time:

\[
f\,\frac{dn_1}{dt}=Dn_1\nabla^2f+F-\lambda n_1f .
\]

Divide by \(n_1\) and use \(\lambda+(dn_1/dt)/n_1=F/n_1\):

\[
D\nabla^2f+\frac{F}{n_1}(1-f)=0 .
\]

For two adatoms, the pair density \(n_1^2f\) obeys

\[
2n_1f\,\frac{dn_1}{dt}=2Dn_1^2\nabla^2f+2Fn_1-2\lambda n_1^2f ,
\]

because either partner can diffuse, arrive or be lost. Division by \(2n_1^2\) gives the same equation for \(f\). Both problems thus share the depletion length \(\xi=\sqrt{Dn_1/F}\).

With \(f=0\) at a contact radius \(r_{\rm c}\) and \(f\to1\) far away, the solution is \(f=1-K_0(r/\xi)/K_0(x)\), where \(x=r_{\rm c}/\xi\) and \(K_0,K_1\) are modified Bessel functions. Since \(K_0'=-K_1\), the inward current \(2\pi r_{\rm c}Dn_1f'(r_{\rm c})\), set equal to \(\sigma Dn_1\), yields

\[
\sigma=2\pi x\,\frac{K_1(x)}{K_0(x)}\simeq\frac{2\pi}{\ln(1.12/x)}\quad(x\ll1).
\]

For an adatom \(r_{\rm c}\) stays near one site spacing. As \(N\) falls, \(\xi\) grows and \(\sigma_1\) decreases logarithmically. At fixed coverage the islands grow along with their spacing, so \(\sigma_x\) does not decrease in the same way. The ratio \(\sigma_x/\sigma_1\) therefore drifts upward, and \(R\) falls a little more slowly than \(N\).

**Q:** How large is that drift?

**A:** I integrated the rate equations to 0.1 ML with these capture numbers. An island of \(s\) atoms was given the contact radius of a compact disc plus a fixed edge width, matched to the one-atom zone at \(s=1\). Between \(D/F=10^4\) and \(10^8\), with \(\Omega\) as unit of area, \(N\) falls from \(1.26\times10^{-2}\) to \(7.3\times10^{-4}\) per site, a factor of 17. \(R\) falls from 0.133 to 0.0104, a factor of 13. The ratio \(\sigma_x/\sigma_1\) itself rises from about 1.55 to 2.5. The quotient \(R/N\) rises less, from 10.6 to 14.2, because \(A\) and the share of adatoms used in dimer formation shrink at the same time.

At \(D/F=10^8\), \(R\) agrees with the leading law divided by \(1-A\) to 0.24%. At \(10^4\) it is 9% larger than that expression, because dimer formation still takes a visible share of the adatoms.

**Q:** Those numbers use the same capture theory. Is there evidence that does not?

**A:** Yes. Put four fixed one-atom islands on a periodic square lattice and solve the stationary master equation for two walkers, to lowest order in flux. No capture number enters. In this order both dimer rates are proportional to \(F^2/D\), so their ratio depends on the island arrangement alone:

| \(N\Omega\) | \(R\) | \(R/(\kappa N\Omega)\) |
|---|---|---|
| 0.0156 | 0.147 | 1.88 |
| 0.0083 | 0.071 | 1.71 |
| 0.0051 | 0.042 | 1.63 |

The size of the periodic cell matters little: with nine islands instead of four, the first \(R\) falls by about 1%, to 0.145.

Between the first and last rows \(R\) varies as \(N^{1.12}\). Part of the excess over one is the factor \(1/(1-A)\). Here \(A=5N\Omega\), so the factor drops from 1.085 to 1.026, which adds about 0.05 to the exponent. The mean-field expression for \(R\), discussed next, varies as \(N^{1.08}\), so the drift of its capture numbers adds about 0.03. The remaining 0.04 comes from the changing gap between that expression and the lattice result. The drift goes the other way from before: these islands keep the size of one atom instead of growing, so \(\sigma_x\) now falls too as \(N\) decreases, slightly faster than \(\sigma_1\).

The mean-field expression for \(R\), evaluated with the mean adatom density of each lattice, lies below these values by 11%, 8% and 7% in turn. Part of this gap comes from replacing the lattice contact zone by a disc: with \(\sigma_1\) computed on the lattice, the first two differences shrink to 6.3% and 5.5%. The rest arises because the mean-field expression spreads the adatom losses evenly over the surface instead of placing them at the islands.

**Q:** Can I express the result through flux and temperature, which I control?

**A:** In the steady regime, yes, if the capture numbers are held constant. Neglect direct dimers and \(A\), insert \(n_1=F/(\sigma_xDN)\) into \(dN/dt=\sigma_1Dn_1^2\), and find

\[
\frac{dN}{dt}=\frac{\sigma_1F^2}{\sigma_x^2DN^2}.
\]

Multiply by \(3N^2\) and integrate, ignoring the small density at the start of the regime. With the coverage \(\theta=\Omega Ft\),

\[
N^3\simeq\frac{3\sigma_1}{\sigma_x^2}\,\frac{F\theta}{D\Omega}.
\]

Thus \(N\), and with it \(R\), varies as \((F/D)^{1/3}\) at fixed coverage. The ratio shrinks with faster diffusion, but much more slowly than \(F/D\). The integration above gives \(N\propto(F/D)^{0.31}\) over its four decades.

**Q:** Let us take a metal. What happens for tungsten on W(110)?

**A:** I use rough typical inputs: lattice constant \(a=0.316\) nm, hop barrier 0.9 eV and attempt rate \(10^{13}\ {\rm s^{-1}}\). The deposition is 0.1 ML at 0.01 ML/s and 450 K.

I allow an adatom only its four nearest-neighbour hops, \((\pm a/2,\pm a/\sqrt2)\). They form a square network drawn askew, so the lattice counting applies. With total hop rate \(h\), the principal diffusion coefficients are \(ha^2/8\) and \(ha^2/4\). Stretching one axis and shrinking the other at constant area makes the diffusion isotropic, with

\[
D=\sqrt{\frac{ha^2}{8}\,\frac{ha^2}{4}}=\frac{ha^2}{4\sqrt2}=\frac{h\Omega}{4},
\qquad \Omega=\frac{a^2}{\sqrt2}=0.0706\ {\rm nm^2}.
\]

The hop rate is \(h=833\ {\rm s^{-1}}\), so \(D=14.7\ {\rm nm^2/s}\). In site units \(D/F=833/(4\times0.01)=2.08\times10^4\).

At 0.1 ML the rate equations give \(n_1\Omega=5.33\times10^{-4}\), \(N\Omega=0.0104\), \(\sigma_1=4.10\) and \(\sigma_x=6.57\). The catchment area is

\[
\frac{a_{\rm c}}{\Omega}=4.10\times(2.08\times10^4)\times(5.33\times10^{-4})\simeq45.5,
\]

or \(3.2\ {\rm nm^2}\), against a contact zone of \(0.35\ {\rm nm^2}\). Hence \(R=5/45.5=0.11\).

**Q:** Eleven percent is hardly negligible. And does your simple law give it?

**A:** The leading law gives \(5\times(6.57/4.10)\times0.0104=0.083\), which is 24% below the rate-equation value. Two corrections account for the difference. Islands intercept \(A=0.194\) of the flux directly, so with \(2\kappa\Omega n_1=0.005\) the denominator is 0.801. Nucleation adds to the adatom loss the fraction

\[
\frac{2\sigma_1n_1}{\sigma_xN}=\frac{2\times4.10\times5.33\times10^{-4}}{6.57\times0.0104}\simeq0.064 .
\]

Then \(0.083\times1.064/0.801\simeq0.11\). The full balance gives 0.1106 and the integration 0.1099; the small remainder has the sign expected when \(n_1\) is still slowly falling.

As for negligible, 0.11 is the rate-equation value for the ratio of the rates at the end. Over the whole deposition, direct events amount to 0.055 of the diffusive ones. The accumulated ratio is an average of \(R\) weighted by the diffusive rate, and that rate is greatest near the adatom peak. The peak comes at 0.0055 ML, with \(n_1\Omega=2.5\times10^{-3}\), 4.7 times the final value. There \(R\) is smaller, and half of the diffusive dimers are already made by 0.02 ML. For this dense array, direct landing thus makes about 5% of all dimers.

**Q:** Have you counted such events in an actual growth simulation?

**A:** Yes, by kinetic Monte Carlo on \(512\times512\) sites, starting from a bare surface. Atoms stick on contact, and those landing on top of an island count as captured but do not widen it. The flux and the final coverage, 0.1 ML, are held fixed:

| \(T\) (K) | direct | diffusive | ratio |
|---|---|---|---|
| 325 | 3979 | 1126 | 3.5 |
| 350 | 2954 | 3962 | 0.75 |
| 400 | 609 | 4283 | 0.14 |
| 450 | 124 | 2125 | 0.058 |

At 450 K the rate equations give 0.055 for the ratio, within the counting uncertainty of about 9% set by 124 events. At 400 K they give 0.156, or 9% above the simulation, where the counting uncertainty is about 4%. Their island densities are less accurate: 10% too high at 400 K and 21% too high at 450 K, relative to the simulation. They also underestimate the ratio late in the run. In two further runs at 450 K, on half as many sites, \(R\) averaged over 0.08 to 0.10 ML was \(0.15\pm0.02\), against the 0.11 found above for the end. Fewer adatoms were left than the rate equations predict, about \(4.0\times10^{-4}\) per site, which makes diffusive encounters rarer.

The landing rate can be judged separately. The number of direct events, divided by \(\kappa\Omega n_1\) summed over all arrivals, is 0.93 at 400 K and 1.07 at 450 K. The second value has a counting uncertainty of about 0.1, so it is consistent with one.

**Q:** At 325 K the direct process wins. Is that the law with a larger \(N\)?

**A:** No, the law does not apply there. At 325 K an adatom makes about 11 hops in the time needed to deposit a full monolayer, hence about one hop during the whole run. No steady state of diffusive capture can form. The form \(R=\kappa\Omega F/(\sigma_1Dn_1)\) still shows the trend: with \(D\) nearly zero, \(n_1\) cannot exceed the deposited amount, and \(R\) becomes large.

The simulated island density is even lower at 325 K than at 350 K, 0.019 against 0.026 per site. Many atoms have not yet met a partner: about 52% of those deposited are still single at the end, against 28% at 350 K.

**Q:** Every deposition starts without islands. Must direct landing not dominate at first, even when it is hot?

**A:** It does, for a short time. Before losses matter \(n_1=Ft\), so

\[
R=\frac{\kappa\Omega}{\sigma_1Dt}.
\]

This equals one after \(t_*=\kappa\Omega/(\sigma_1D)\), which is of the order of a few hop times. The diffusion picture is only a rough guide that early. But few dimers exist by then. With \(\sigma_1\) treated as constant, the accumulated densities are

\[
\int_0^t\kappa\Omega F^2t'\,dt'=\frac{\kappa\Omega F^2t^2}{2},
\qquad
\int_0^t\sigma_1DF^2t'^2\,dt'=\frac{\sigma_1DF^2t^3}{3}.
\]

At \(t_*\) the direct term is \(\kappa^3\Omega^3F^2/(2\sigma_1^2D^2)\), second order in \(F/D\), while the final island density varies as \((F/D)^{1/3}\). The initial burst is thus insignificant when \(D/F\) is large. In the tungsten example \(R\) has already fallen to about 0.4 at \(10^{-4}\) ML.

**Q:** My surfaces have steps, and on some materials adatoms evaporate. Does \(R\) still follow the island density?

**A:** Not when those losses dominate. Let \(Dk^2\) be the total loss rate per adatom, from islands, steps and desorption together. With small coverage and little nucleation the balance is \(F=Dk^2n_1\), so

\[
R=\frac{\kappa\Omega k^2}{\sigma_1}.
\]

If islands dominate, \(k^2=\sigma_xN\) and the earlier law returns. For desorption with lifetime \(\tau_{\rm d}\), \(k^2=1/(D\tau_{\rm d})\). On a narrow terrace the steps set \(k^2\). In both cases \(R\) no longer depends on \(N\), and it can exceed what the island density alone suggests. The cause is the same as before: a shorter adatom life means a smaller catchment. On a narrow terrace the formula is only an estimate, because it uses the mean of an adatom density that varies between the steps. For absorbing steps and terraces 8 and 16 sites wide, it lies 21% and 10% below the two-walker lattice solution. For desorption, the continuum \(\sigma_1\) requires a life of many hops: the formula lies 2% below the lattice solution at \(D\tau_{\rm d}=25\,\Omega\), about 100 hops, but 19% below it at \(D\tau_{\rm d}=\Omega\), about four hops.

**Q:** How far should I trust the tungsten numbers for a real crystal?

**A:** As an estimate for a model with tungsten-like rates. Its island density, \(1.5\times10^{13}\ {\rm cm^{-2}}\), corresponds to a spacing of about 2.6 nm. That is a dense array, and it favours direct landing.

The assumption most open to doubt is that dimers stay put. If they diffuse as fast as adatoms, \(N\) falls by 42% and \(R\) from 0.110 to 0.076. Dimer break-up with a rough bond energy of 0.3 eV lowers \(R\) to 0.095. The prompt return of separated partners is left out, so the effect on \(N\) is overstated. If every such return were counted as a new diffusive dimer, however, \(R\) would be lower than this. With both processes \(R\) is 0.075. In these cases \(R/N\) stays between 10.5 and 12.7, so most of the change in \(R\) comes through \(N\).

Motion just after landing works the other way. If an atom arriving anywhere within two hops of an adatom joined it, \(\kappa\) would be 13. With \(n_1\) and \(\sigma_1\) held fixed, \(R\) would then rise to about 0.29. But atoms that join on landing no longer feed the diffusive process. On the lattice this lowers \(\sigma_1\) by about 12%, which brings \(R\) to about 0.33 at the same \(n_1\). Longer jumps, which have been observed for W on W(110) above roughly 340 K, are also left out. They raise \(D\) and so lower \(R\): a threefold larger \(D\) gives \(R\) of about 0.08. Exchange with the substrate and long-range forces between adatoms are not included, and I give no size for them.

**Q:** Then when may I leave the direct term out of my model?

**A:** Estimate \(\kappa(\sigma_x/\sigma_1)N\Omega\) and compare it with the accuracy you need in the nucleation rate. For a dense array this estimate is low: with the simulated density at 450 K, 0.0086 per site, and \(\sigma_x/\sigma_1=1.6\) it gives 0.07, about half the simulated late-run \(R\), so allow a factor of two. The island density is less sensitive, for two reasons: adatoms not used up by direct landing can still meet by diffusion, and with fewer islands they have more time to do so. In the tungsten example, leaving the term out of the rate equations lowers \(N\) by only about 2%. For irreversible growth on a wide terrace at 0.1 ML with \(\kappa=5\), the rate equations give \(R\simeq0.01\) at \(7.3\times10^{-4}\) islands per site. With the site area of W(110) that is about \(1.0\times10^{12}\ {\rm cm^{-2}}\). At the density of our example, keep the term if an error of about 5% in the final nucleation rate, or 2% in \(N\), matters. Keep it also when adatoms hardly move, when steps or desorption shorten their lives, or when atoms travel after landing. The numerical output lists most of the values behind these estimates.

## Table of computed values

```
Two-walker master equation: N per site, R, R/(kappa N), mean-field R
  0.01562  0.14658  1.876  0.13064
  0.00826  0.07066  1.710  0.06514
  0.00510  0.04165  1.633  0.03891
  exponent of R against N: 1.124
W(110) inputs: a = 0.316 nm, barrier = 0.9 eV, attempt rate = 1e+13 1/s
  flux = 0.01 ML/s, coverage = 0.1 ML, T = 450.0 K
  site area = 0.0706 nm2, kappa = 5, contact radius = 0.955 (site units)
  total hop rate = 832.6 1/s, D = 14.70 nm2/s
Monte Carlo: T (K), hops/F, direct, diffusive, ratio, N per site
  325  11.1  3979  1126  3.5337  0.01947
  350  110  2954  3962  0.7456  0.02638
  400  4.58e+03  609  4283  0.1422  0.01866
    rate equations: ratio 0.1556, N 0.02051; direct/(kappa sum n1) 0.930
  450  8.33e+04  124  2125  0.0584  0.00858
    rate equations: ratio 0.0552, N 0.01038; direct/(kappa sum n1) 1.067
Example at 450 K from rate equations, D/F = 2.082e+04
  n1 = 5.333e-04 per site, N = 1.038e-02 per site = 1.470e+13 1/cm2
  sigma_1 = 4.097, sigma_x = 6.567, xi = 0.885 nm
  island landing fraction A = 0.194
  catchment area = 45.5 sites = 3.21 nm2; direct area = 0.353 nm2
  R now = 0.1099, leading law = 0.0832, full balance = 0.1106
  R accumulated = 0.0552; R at 1e-4 ML = 0.357
  adatom peak 2.509e-03 per site at 0.0055 ML
Rising D/F at 0.1 ML: D/F, N, R, R/N, R/[leading/(1-A)]
  1e+04  1.258e-02  1.332e-01  10.59  1.0894
  1e+06  3.295e-03  3.861e-02  11.72  1.0136
  1e+08  7.294e-04  1.036e-02  14.21  1.0024
Neglected effects: N per site, R, R/N (dimer bond 0.3 eV)
  none: 1.038e-02  0.1099  10.59
  dimer break-up: 9.014e-03  0.0949  10.52
  dimer motion: 5.972e-03  0.0760  12.72
  both: 5.930e-03  0.0751  12.66
  landing zone of 13 sites: R about 0.286
```
